Depolarisation of an Ordered Dipole Layer: Topping's Formula

**Problem**

An interface in a gate stack carries a layer of identical dipoles, all normal to the interface and pointing the same way. The areal density is N = 5×10¹⁴ cm⁻². An isolated dipole would have the moment p₀ = 0.20 D. Each dipole is also polarisable along the normal, with polarisability volume α′ = 3 Å³. In SI units this means that a field E along the normal adds the moment 4πε₀α′E. The values are round model parameters.

(a) Each dipole sits in the field of all the others, which changes its moment from p₀ to p. Find the depolarisation factor f = p/p₀.

(b) Find the potential step across the layer, with and without this effect.

(c) Parts (a) and (b) treat the layer as free-standing. Find how f and the step change when the flat surface of a perfect conductor lies d = 1.5 Å below the dipoles.

Take the dipoles as points on a regular lattice, the layer as wide, and the response as linear. On such a lattice all sites are equivalent, so the equations have a solution with all moments equal. This solution is stable at the parameters given here; the limits where it ceases to be stable are noted below.

**First estimate by scaling**

The typical spacing is a = N^(−1/2). A dipole p produces at distance a a field of order p/(4πε₀a³). In the plane of the layer this field points against p, because field lines that leave the top of a dipole return downwards at its sides. Neighbours therefore weaken each other.

Keep the four nearest neighbours of a square lattice and drop the rest. The induced moment is then −4α′p/a³, and

p ≈ p₀ − 4α′N^(3/2) p, so f ≈ 1/(1 + 4α′N^(3/2)).

For the numbers, 1 cm = 10⁸ Å, so 1 cm⁻² = 10⁻¹⁶ Å⁻² and

N = 0.0500 Å⁻², a = 4.47 Å, N^(3/2) = 0.01118 Å⁻³,

α′N^(3/2) = 3 × 0.01118 = 0.0335.

This gives f ≈ 1/(1 + 0.134) = 0.88, a loss of about 12% of the moment. The estimate fixes the dependence on α′ and N, but its factor 4 rests on a cut-off that has not been justified.

**Exact solution of the model**

*Field of one dipole in its own plane.* Let the dipole consist of charges +q at height s/2 and −q at height −s/2, with p = qs. Take a point in the plane z = 0 at lateral distance r. It is at the same distance (r² + s²/4)^(1/2) from both charges, so the lateral field components cancel. The point lies s/2 below the positive charge and s/2 above the negative one, so

E_z = (q/4πε₀) [(−s/2) − (+s/2)]/(r² + s²/4)^(3/2) = −p/[4πε₀(r² + s²/4)^(3/2)].

For r much larger than s this becomes

E_z = −p/(4πε₀r³).

*Sum over the layer.* Measure distances in units of N^(−1/2) by writing r = ρN^(−1/2). Then 1/r³ = N^(3/2)/ρ³, and the field of all other dipoles at one site is

E = −C N^(3/2) p/(4πε₀), C = Σ 1/ρ³.

The number C depends on the type of lattice and not on its density.

*Value of C.* On the square lattice ρ is the distance in units of the spacing. The 24 nearest neighbours fill a 5 × 5 block around the chosen site: four at distance 1, four at √2, four at 2, eight at √5 and four at √8. Their contribution is

4(1 + 2^(−3/2) + 1/8 + 2·5^(−3/2) + 8^(−3/2))
= 4(1 + 0.35355 + 0.12500 + 0.17889 + 0.04419) = 6.807.

The more distant sites are replaced by a continuum of unit density. The block holds 25 sites and so stands for an area of 25. A circle of equal area has πR² = 25, or R = 2.821. A ring of radius ρ and width dρ contains 2πρ dρ sites, so the remainder is

∫_R^∞ (2πρ/ρ³) dρ = 2π/R = 2.227.

The total is C = 9.034. A direct sum out to about 300 spacings, completed by the same kind of tail, gives 9.0336. For the triangular lattice the large sum gives 8.893. Both are close to 9, the rounded value used in Topping's formula.

*Self-consistency.* The field at a site is produced by the actual moments p of the neighbours, not by p₀. Hence

p = p₀ + 4πε₀α′E = p₀ − Cα′N^(3/2) p.

Collecting the terms in p gives p(1 + Cα′N^(3/2)) = p₀, and therefore

f = p/p₀ = 1/(1 + Cα′N^(3/2)), with C ≈ 9 for the square and triangular lattices.

*Answer to (a).* With C = 9,

9α′N^(3/2) = 9 × 0.03354 = 0.302,

f = 1/1.302 = 0.768.

The square-lattice value of C gives 0.7675 and the triangular one 0.770, so f ≈ 0.77 for either lattice. The moment falls from 0.20 D to 0.154 D.

If p₀ were used for the neighbours' moments, the result would be 1 − 0.302 = 0.698. That overstates the loss, because the neighbours are themselves weakened and produce a smaller opposing field.

As an independent check, the coupled linear equations for all moments were solved numerically on finite square patches, with each dipole represented by a close pair of charges. Extrapolated to a wide layer, the central dipole has f = 0.7675, in agreement with the formula for the square lattice.

*Answer to (b).* The potential of one dipole at height z and lateral distance r is the difference of two Coulomb potentials. To first order in s it is

V = −(qs/4πε₀) d/dz (r² + z²)^(−1/2) = pz/[4πε₀(r² + z²)^(3/2)].

At heights well above the spacing the lattice acts as a uniform sheet. Integrating over it gives

V(z) = (Npz/4πε₀) ∫_0^∞ 2πr dr/(r² + z²)^(3/2) = (Npz/2ε₀)(1/|z|),

because the integral of r(r² + z²)^(−3/2) is −(r² + z²)^(−1/2). The potential is thus +Np/(2ε₀) on the side to which the dipoles point and −Np/(2ε₀) on the other. The step is

ΔV = Np/ε₀ = f Np₀/ε₀.

With N = 5×10¹⁸ m⁻² and 1 D = 3.336×10⁻³⁰ C m,

Np₀/ε₀ = (5×10¹⁸ × 0.20 × 3.336×10⁻³⁰)/(8.854×10⁻¹²) V = 0.377 V,

ΔV = 0.768 × 0.377 V = 0.289 V.

Depolarisation removes 0.087 V. No further division by a relative permittivity of the layer is allowed here: its polarisation is already contained in p, and dividing again would count it twice.

*Answer to (c).* Put the conductor surface at z = 0 and the dipoles at height d. The charge +q at d + s/2 has the image −q at −(d + s/2), and the charge −q at d − s/2 has the image +q at −(d − s/2). The positive image lies above the negative one by s. Each image dipole therefore has the same moment and the same direction as the original, and lies h = 2d beneath it.

The normal field of an image dipole, at height h above it and lateral distance r, follows from E_z = −dV/dz:

E_z = (p/4πε₀)(2h² − r²)/(r² + h²)^(5/2).

Let T be the sum of (2h² − r²)/(r² + h²)^(5/2) over all images, including the dipole's own at r = 0. The total field at a site is then

E = −(p/4πε₀)(C N^(3/2) − T),

and the same self-consistency step as before gives

f = 1/[1 + α′(C N^(3/2) − T)].

For d = 1.5 Å, h = 3.0 Å. The dipole's own image contributes 2/h³ = 0.074 Å⁻³, which supports the dipole. The other images together contribute −0.040 Å⁻³, and the full sum is T = 0.0340 Å⁻³. With C N^(3/2) = 0.1010 Å⁻³ for the square lattice,

f = 1/[1 + 3 × (0.1010 − 0.0340)] = 1/1.201 = 0.833.

The coupled equations with image charges included give the same value to within 0.0005.

The step keeps the form Np/ε₀. Far above the surface, the real sheet and the image sheet each contribute Np/(2ε₀), while the conductor itself is at zero potential. Hence ΔV = 0.833 × 0.377 V = 0.314 V, compared with 0.289 V for the free-standing layer.

Two limits show the range of this result. When h is much larger than the spacing, the image layer acts as a uniform sheet. The potential on one side of such a sheet is constant, so its field vanishes, T tends to zero and Topping's formula returns. When d becomes small, the term 2/h³ grows without bound while the terms from the other images stay finite. The denominator of f then falls to zero, at d ≈ 0.79 Å for the square lattice. The formula fails before that. At d ≈ 0.95 Å, where f is about 1.6, a checkerboard pattern of alternately larger and smaller moments becomes unstable, and the assumption of equal moments no longer holds. Both instabilities mark the failure of point dipoles, linear response and a sharp conductor surface at such short range, not a real growth of the moment. The chosen d = 1.5 Å is itself close to α′^(1/3) = 1.44 Å, the length set by the polarisability. The value f = 0.833 is therefore a result of the model and depends strongly on d; it is not a reliable number for a real metal surface.

**Comparison**

The scaling estimate gave f ≈ 0.88, and the full sum for the free-standing layer gives 0.77. The estimated loss of moment, 12%, is about half the full value of 23%. The power N^(3/2) was right; the error lies in the number of neighbours kept. The four nearest supply 4/9.03, or 44%, of the opposing field. Even the 24 nearest supply 6.81/9.03, or 75%. The rest comes from further out, since the part of the sum beyond radius R falls off only as 1/R.

The formula also shows how the step depends on density. Write x = 9α′N^(3/2), so that ΔV is proportional to N/(1 + x). Since dx/dN = 3x/(2N), the derivative of N/(1 + x) is

[(1 + x) − 3x/2]/(1 + x)² = (1 − x/2)/(1 + x)².

At small N the step grows in proportion to N. It reaches a maximum at x = 2, where f = 1/3, and then falls. The present layer has x = 0.302, so the maximum lies at a density (2/0.302)^(2/3) ≈ 3.5 times higher. The spacing there would be about 2.4 Å, which is comparable with the size of an atom, so the point-dipole model is doubtful at the maximum itself. The falling branch is also limited within the model: on the square lattice the equal-moment solution becomes unstable to a checkerboard pattern at x ≈ 3.4. If the sites were equally polarisable in the plane, as atoms are, an in-plane pattern would become unstable already at x ≈ 1.8, before the maximum is reached.

The value f = 0.77 holds for a square or triangular layer with no other polarisable matter nearby. Other ordered layers of the same density have larger C: a honeycomb layer has C = 9.74 and f = 0.75, and a rectangular layer with side ratio 1:2 has C = 11.45 and f = 0.72. In a real gate stack the layer lies between other materials, so 0.77 is not a prediction for that case. Part (c) shows that a neighbouring medium can change f noticeably: in the model, a conductor at d = 1.5 Å moves f from 0.77 to 0.83. Oxides on both sides would need their own calculation. In a disordered layer the sum Σ 1/r³ differs from site to site, and a single f no longer describes every dipole.

The computed values are listed in the numerical output below.

Table of computed values

```
areal density N = 5.0e+14 cm^-2
areal density N = 0.0500 angstrom^-2
polarisability volume = 3.0 angstrom^3
permanent moment p0 = 0.20 D
square-lattice spacing = 4.472 angstrom
N^(3/2) = 0.01118 angstrom^-3
alpha N^(3/2) = 0.03354 (no unit)
9 alpha N^(3/2) = 0.3019 (no unit)
hand sum, 24 neighbours = 6.8065 (no unit)
hand sum, circle radius = 2.8209 spacings
hand sum, continuum tail = 2.2273 (no unit)
hand sum, total C = 9.0339 (no unit)
C, square lattice, large sum = 9.0336 (no unit)
C, triangular lattice, large sum = 8.8927 (no unit)
f, Topping with C = 9: 0.7681 (no unit)
f, square-lattice C: 0.7675 (no unit)
f, triangular-lattice C: 0.7703 (no unit)
f, coupled equations, extrapolated: 0.7675 (no unit)
first-order estimate 1 - 9 alpha N^(3/2) = 0.6981
reduced moment p = 0.1536 D
potential step without depolarisation = 0.3767 V
potential step with depolarisation = 0.2894 V
potential step, summed over lattice = 0.2894 V
conductor distance d = 1.5 angstrom
direct sum C N^(3/2), square = 0.10100 angstrom^-3
image sum T = 0.03400 angstrom^-3
f beside conductor, formula: 0.8326 (no unit)
f beside conductor, coupled eqs: 0.8328 (no unit)
step beside conductor = 0.3137 V
```
